\section*{From Linear to Square-Root Film Growth in a Stirred Reactor, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balance and the crossover}

Suppose that precursor molecules are supplied uniformly to a gas at a rate $S$ per unit volume. Two independent dimensions are enough to describe what follows: concentration, meaning molecules per volume, and time. The supply $S$ is a concentration divided by a time. A first-order loss has a coefficient $\beta$ with the dimension of an inverse time. A second-order loss has a coefficient $k_2$ with the dimension of an inverse concentration times an inverse time. If the first-order loss balances the supply alone, the one concentration that can be formed from $S$ and $\beta$ is $S/\beta$. If the second-order loss balances it alone, the one concentration that can be formed from $S$ and $k_2$ is $\sqrt{S/k_2}$. A film whose growth rate is proportional to the gas concentration therefore grows linearly with the supply in the first case and as its square root in the second.

When both losses act, $\beta/k_2$ is a concentration and $k_2S/\beta^2$ is a pure number. The steady concentration $C$ must then have the form
\begin{equation}
C=\frac{\beta}{k_2}\,u(x),\qquad x=\frac{k_2S}{\beta^2}.
\label{eq:form}
\end{equation}
The two single-loss balances, $S=\beta C$ and $S=k_2C^2$, give $u\simeq x$ for small $x$ and $u\simeq\sqrt{x}$ for large $x$, and these two expressions meet at $x=1$. The dimensions give the exponents and, together with these balances, the scale of the crossover. The function $u$ itself, and with it the width of the crossover, has to come from the balance of molecules.

Consider a reactor of gas volume $V$ through which gas passes at a constant volumetric flow $Q$. The inlet gas carries precursor at concentration $C_{\rm in}$. The reactor is perfectly stirred: the concentration has the same value $C$ everywhere inside, and the exhaust leaves with this same value. The temperature is uniform and constant. The precursor is dilute, so that its consumption does not change the volumetric flow. Both $C_{\rm in}$ and $Q$ are referred to the temperature and pressure inside the reactor; a concentration measured in cold feed gas must first be converted.

Film grows on an area $A$. The number of precursor molecules incorporated per area and time is $k_sC$, where $k_s$ has the dimension of a velocity. This first-order law assumes that the surface is far from saturation. It can also include transport through a thin boundary layer. If molecules cross the layer at the rate $h(C-C_w)$ and react at the surface at the rate $k_rC_w$, equality of the two fluxes gives $C_w=hC/(h+k_r)$. The flux is then $k_rC_w=k_sC$ with $k_s=hk_r/(h+k_r)$, which is still first order in $C$, provided that pair loss inside the layer is negligible.

Each incorporated molecule supplies one metal atom. If the film contains $n_f$ metal atoms per volume, its thickness grows at the rate
\begin{equation}
G=\frac{k_sC}{n_f}.
\label{eq:growth}
\end{equation}

The gas-phase loss takes place when two precursor molecules combine into a product that neither deposits nor returns them. The factor of two in this process needs a convention. Let $N$ molecules be present in $V$, and let each distinct pair react with probability $k_2/V$ per unit time. There are $N(N-1)/2$ distinct pairs, and each event removes two molecules, so the number of molecules lost per time is
\begin{equation}
2\times\frac{k_2}{V}\,\frac{N(N-1)}{2}
=\frac{k_2}{V}N(N-1)\simeq Vk_2C^2 .
\label{eq:pairs}
\end{equation}
The last form uses $N=VC\gg1$ and replaces the average of $N(N-1)$ by the square of the average of $N$. This is the mean-field approximation of ordinary rate equations. With this convention $k_2C^2$ counts lost molecules per volume and time. The number of events is half as large, so a rate constant $k_e$ defined by the event rate $k_eC^2$ is related to the present one by $k_2=2k_e$.

The number of molecules in the reactor changes by inflow, outflow, film growth and pair loss:
\begin{equation}
V\frac{dC}{dt}=QC_{\rm in}-QC-Ak_sC-Vk_2C^2 .
\end{equation}
Division by $V$ introduces the residence time $\tau=V/Q$ and the area per volume $a=A/V$. With
\begin{equation}
\kappa=ak_s,\qquad \beta=\frac1\tau+\kappa,
\label{eq:beta}
\end{equation}
the balance becomes
\begin{equation}
\frac{dC}{dt}=\frac{C_{\rm in}}{\tau}-\beta C-k_2C^2 .
\label{eq:balance}
\end{equation}
The exhaust and the film are both first-order losses, which is why they enter through the single coefficient $\beta$. The supply of the opening argument is $S=C_{\rm in}/\tau$, so the pure number in Eq.~\eqref{eq:form} is
\begin{equation}
x=\frac{k_2C_{\rm in}}{\beta^2\tau}=\frac{C_{\rm in}}{C_*},
\qquad
C_*=\frac{\beta^2\tau}{k_2}=\frac{(1+\kappa\tau)^2}{k_2\tau}.
\label{eq:cstar}
\end{equation}
The last form follows from $\beta\tau=1+\kappa\tau$.

Now insert $C=\beta u/k_2$ and $t=s/\beta$ into Eq.~\eqref{eq:balance}. The left side becomes $(\beta^2/k_2)\,du/ds$. On the right, the supply is $\beta^2x/k_2$, the first-order loss is $\beta^2u/k_2$ and the pair loss is $\beta^2u^2/k_2$. The common factor cancels, leaving
\begin{equation}
\frac{du}{ds}=x-u-u^2 .
\label{eq:scaled}
\end{equation}
In the steady state $u^2+u-x=0$. The product of the two roots is $-x$, which is negative, so one root is positive and the other negative. A concentration cannot be negative, and the physical solution is
\begin{equation}
u_0=\frac{\sqrt{1+4x}-1}{2}.
\label{eq:root}
\end{equation}
With Eq.~\eqref{eq:growth}, the steady growth rate is
\begin{equation}
G=\frac{k_s\beta}{n_fk_2}\;\frac{\sqrt{1+4C_{\rm in}/C_*}-1}{2}.
\label{eq:result}
\end{equation}

It remains to show that the reactor reaches this state. Since $x=u_0+u_0^2$, the right side of Eq.~\eqref{eq:scaled} factorizes:
\begin{equation}
\frac{du}{ds}=-(u-u_0)(u+1+u_0).
\label{eq:factor}
\end{equation}
Multiplying out gives $-u^2-u+u_0(1+u_0)$, as required. For $u\ge0$ the second bracket is positive. The concentration therefore rises when it lies below $u_0$ and falls when it lies above. The full time dependence follows by differentiating the logarithm of the ratio of the two brackets:
\begin{align}
\frac{d}{ds}\ln\left|\frac{u-u_0}{u+1+u_0}\right|
&=\frac{du}{ds}\left[\frac1{u-u_0}-\frac1{u+1+u_0}\right]\nonumber\\
&=\frac{du}{ds}\,\frac{1+2u_0}{(u-u_0)(u+1+u_0)}\nonumber\\
&=-(1+2u_0).
\end{align}
The ratio decays as $e^{-(1+2u_0)s}$, so every non-negative starting concentration leads to $u_0$. From Eq.~\eqref{eq:root}, $1+2u_0=\sqrt{1+4x}$. Returning to $t=s/\beta$, one finds that a small deviation from the steady state decays at the rate
\begin{equation}
\lambda=\beta\sqrt{1+4x}.
\label{eq:decay}
\end{equation}
Pair loss makes the reactor respond faster, because an excess of precursor raises the rate of removal per molecule. From here on $u$ denotes the steady value $u_0$.

For a weak feed, write the steady equation as $u=x-u^2$ and solve it by iteration. The first estimate is $u\simeq x$. Inserting it on the right gives $u\simeq x-x^2$, and inserting this again gives $u=x-x^2+2x^3+\ldots$. The leading term in the growth rate is
\begin{equation}
G_{\rm lin}=\frac{k_s\beta}{n_fk_2}\,x
=\frac{k_sC_{\rm in}}{n_f\beta\tau}
=\frac{k_sC_{\rm in}}{n_f(1+\kappa\tau)},
\label{eq:lin}
\end{equation}
and the approach to it is
\begin{equation}
\frac{G}{G_{\rm lin}}=\frac ux=1-x+2x^2+\ldots
\end{equation}
The pair constant has dropped out of $G_{\rm lin}$. A feed at one tenth of $C_*$ already grows about 8\% more slowly than the linear law predicts.

For a strong feed, write Eq.~\eqref{eq:root} as $u=\sqrt{x+1/4}-1/2$ and expand the root in $1/x$:
\begin{equation}
u=\sqrt x\left(1+\frac1{8x}+\ldots\right)-\frac12 .
\end{equation}
The leading term gives
\begin{equation}
G_{\rm sqrt}=\frac{k_s\beta}{n_fk_2}\sqrt{\frac{k_2C_{\rm in}}{\beta^2\tau}}
=\frac{k_s}{n_f}\sqrt{\frac{C_{\rm in}}{k_2\tau}},
\label{eq:sqrt}
\end{equation}
with the approach
\begin{equation}
\frac{G}{G_{\rm sqrt}}=\frac{u}{\sqrt x}=1-\frac1{2\sqrt x}+\frac1{8x}+\ldots
\end{equation}
Here $\beta$ has dropped out. The first-order losses no longer influence the gas concentration, and the film samples a gas whose composition is set by supply and pair loss. The correction falls slowly, as $x^{-1/2}$: at $x=25$ the growth rate is still about 10\% below the square-root law, and at $x=100$ about 5\% below it.

The two asymptotes meet where $x=\sqrt x$, that is at $x=1$ or $C_{\rm in}=C_*$. Their common value is $k_s\beta/(n_fk_2)$. The actual growth rate at this inlet concentration is smaller by the factor $(\sqrt5-1)/2\simeq0.618$. Nothing abrupt happens there, since Eq.~\eqref{eq:result} is smooth for all positive $C_{\rm in}$.

The crossover is best described by the local order of growth, the slope on a plot of $\ln G$ against $\ln C_{\rm in}$ with $\tau$, $k_s$, $k_2$ and the temperature held fixed. Differentiating $u+u^2=x$ gives $(1+2u)\,du=dx$. Since $G\propto u$ and $C_{\rm in}\propto x$,
\begin{equation}
n=\frac{d\ln G}{d\ln C_{\rm in}}=\frac xu\,\frac{du}{dx}
=\frac{1+u}{1+2u}
=\frac12\left(1+\frac1{\sqrt{1+4x}}\right).
\label{eq:order}
\end{equation}
The last step writes $1+u$ as $\frac12[1+(1+2u)]$ and uses $1+2u=\sqrt{1+4x}$. The order decreases steadily from one to one half. At $x=1$ it is $0.72$.

Solving Eq.~\eqref{eq:order} for $x$ shows how wide the crossover is. From $2n-1=1/\sqrt{1+4x}$,
\begin{equation}
x=\frac14\left[\frac1{(2n-1)^2}-1\right].
\label{eq:inverse}
\end{equation}
The order is $0.9$ at $x=0.14$ and $0.6$ at $x=6$. Between these two points the inlet concentration changes by a factor of 43. Data that span one decade near $C_*$ can therefore resemble a power law with an exponent between one half and one, although no such fixed exponent exists in the model.

The order has a direct meaning in terms of where the precursor goes. Let $p$ be the fraction of the feed that is lost in pairs. The pair loss is $k_2C^2=\beta^2u^2/k_2$ and the supply is $C_{\rm in}/\tau=\beta^2x/k_2$, so
\begin{equation}
p=\frac{u^2}{x}=\frac{u^2}{u+u^2}=\frac{u}{1+u}.
\label{eq:share}
\end{equation}
Then $1+p=(1+2u)/(1+u)$, and comparison with Eq.~\eqref{eq:order} gives
\begin{equation}
n=\frac1{1+p}.
\label{eq:np}
\end{equation}
The reason can be seen without solving the quadratic equation. In the steady state the supply equals the total loss. When $C$ rises by a small relative amount, the first-order part of the loss, a share $1-p$, rises by the same relative amount, and the pair part, a share $p$, rises by twice as much. The supply must therefore rise by $(1-p)+2p=1+p$ times the relative change of $C$. Inverting this relation gives Eq.~\eqref{eq:np}. Within the model, a measured order thus yields the pair share as $p=1/n-1$. An order of two thirds means that half of the feed is lost in the gas, which happens at $u=1$ and $x=2$.

A falling order is not by itself proof of pair loss, because a surface that runs out of free sites also produces one. The two causes differ in the relation between growth and the gas. Under pair loss with first-order growth, $G/C=k_s/n_f$ stays constant while both $G$ and $C$ lag behind the feed. Under surface saturation $G/C$ falls. A measurement of the precursor in the exhaust, which in a stirred reactor has the concentration $C$, separates the two. The test depends on stirring. If mixing is incomplete, the exhaust differs from the gas at the surface, and the ratio of growth to exhaust concentration changes with the feed even without saturation. In the worked case below it falls by about half between $x=0.01$ and $x=100$ when the gas enters through the plate facing the wafer, and it rises in plug flow.

For a stirred reactor, the balance of molecules gives a smooth crossover from linear to square-root growth around $C_{\rm in}=C_*$, with a local order that reveals the share of the feed lost in pairs. What remains is to find how growth responds to the surface coefficient and the residence time, to work through a numerical case, and to examine the limits of the model.
